**Dissolution time of an oxide film on metal**

The program tests the clearing time $t_*=\pi(Nh/2C)^2/D$, where $h$ is the oxide thickness, $N$ its oxygen density, $C$ the oxygen solubility in the metal and $D$ the oxygen diffusivity there. A finite-volume calculation follows the oxygen profile and the remaining oxide together, without using the error function or the square-root law. The program asserts that it agrees with the formula for the example and for changed $h$, $N$ and $C$, and that half the oxide remains at $t_*/4$. It also asserts the formulas for recession of the contact, initial oxygen, residual gas and a metal film of finite thickness. For a 3 nm oxide at 650 K, formula and calculation both give 4089 s. Recession multiplies this time by 0.853, and oxygen gas at $5\times10^{-10}$ Torr multiplies it by 1.21. A temperature 10 K lower raises it to 7144 s, and one 10 K higher reduces it to 2380 s.

## Numerical check

```python
"""
Result under test: an oxide film with oxygen density N and thickness h, lying on
semi-infinite metal whose surface is held at the oxygen solubility C, is used up
after   t = pi * (N*h/(2*C))**2 / D   when movement of the contact is neglected.
D is the oxygen diffusivity in the metal. The independent road is a finite-volume
calculation of the oxygen profile coupled to the remaining oxide thickness.
Internal units: nm, s, atoms per nm^3. Also sized: recession of the contact,
initial oxygen, residual gas, finite metal film, and variable diffusivity.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.sparse import lil_matrix
from scipy.special import erfc

# Round model parameters, roughly in the regime of getter activation
oxide_nm = 3.0
N_cm3 = 6.0e22
C_cm3 = 2.0e22
metal_cm3 = 5.0e22            # metal atoms in the metal
oxygen_per_metal = 2.0        # dioxide
prefactor_cm2s = 0.5
barrier_eV = 2.0
temperature_K = 650.0
initial_fraction = 0.05       # initial oxygen divided by solubility
gas_torr = 5.0e-10            # residual O2, every molecule captured
gas_temperature_K = 300.0
o2_mass_u = 31.998

N = N_cm3 * 1e-21
C = C_cm3 * 1e-21
k_eV = const.k / const.e


def diffusivity_cm2s(T):
    return prefactor_cm2s * np.exp(-barrier_eV / (k_eV * T))


D = diffusivity_cm2s(temperature_K) * 1e14


def clearing_time(h, n_ox, sol, diff):
    return np.pi * (n_ox * h / (2 * sol)) ** 2 / diff


def dissolve(h=oxide_nm, n_ox=N, sol=C, beta=0.0, gas=0.0, initial=0.0,
             slope=0.0, depth=None, cells=300):
    """Finite volumes in the frame of the contact.
    beta: metal thickness formed per oxide thickness consumed
    gas: oxygen atoms supplied per nm^2 and s; initial: oxygen in the metal
    slope: diffusivity is D*(1 + slope*c/sol); depth: metal thickness
    Returns clearing time (nan if never), the solver result, cell centres."""
    width = n_ox * h / sol
    length = 12 * width if depth is None else depth
    edges = length * np.expm1(6 * np.arange(cells + 1) / cells) / np.expm1(6)
    dx = np.diff(edges)
    centres = (edges[1:] + edges[:-1]) / 2
    gaps = np.diff(centres)

    def rates(t, y):
        c = y[1:]
        d_surface = D * (1 + slope * (1 + c[0] / sol) / 2)
        surface = d_surface * (sol - c[0]) / (dx[0] / 2)
        speed = (surface - gas) / (n_ox - beta * sol)   # oxide consumed per time
        drift = beta * speed
        mean = (c[1:] + c[:-1]) / 2
        inner = D * (1 + slope * mean / sol) * (c[:-1] - c[1:]) / gaps
        inner = inner + drift * mean
        flux = np.concatenate(([surface + drift * sol], inner, [drift * c[-1]]))
        return np.concatenate(([-speed], (flux[:-1] - flux[1:]) / dx))

    def oxide_left(t, y):
        return y[0]
    oxide_left.terminal = True
    oxide_left.direction = -1

    pattern = lil_matrix((cells + 1, cells + 1))
    for i in range(cells + 1):
        for j in range(max(0, i - 1), min(cells, i + 1) + 1):
            pattern[i, j] = 1
        pattern[i, 1] = 1      # the contact speed depends on the first cell
    start = np.full(cells + 1, float(initial))
    start[0] = h
    span = 8 * width ** 2 / D
    run = solve_ivp(rates, (0, span), start, method="BDF", rtol=1e-6, atol=1e-7,
                    events=oxide_left, dense_output=True,
                    jac_sparsity=pattern.tocsc())
    assert run.success
    time = run.t_events[0][0] if len(run.t_events[0]) else np.nan
    return time, run, centres


GRID_TOL = 5e-3    # spatial discretization error of the finite volumes

# Main result, for the example and for changed thickness, solubility and density
t_clear = clearing_time(oxide_nm, N, C, D)
t_numeric, base_run, centres = dissolve()
assert abs(t_numeric / t_clear - 1) < GRID_TOL
for h, n_ox, sol in [(2 * oxide_nm, N, C), (oxide_nm, N, C / 4),
                     (oxide_nm, 1.5 * N, C)]:
    t_case = dissolve(h=h, n_ox=n_ox, sol=sol)[0]
    assert abs(t_case / clearing_time(h, n_ox, sol, D) - 1) < GRID_TOL

# Thickness history and oxygen profile
quarter_left = base_run.sol(t_clear / 4)[0]
assert abs(quarter_left / oxide_nm - 0.5) < GRID_TOL
diff_length = np.sqrt(D * t_clear)
profile = base_run.sol(t_numeric)[1:]
assert np.max(np.abs(profile / C - erfc(centres / (2 * diff_length)))) < GRID_TOL
stored = quad(lambda x: C * erfc(x / (2 * diff_length)), 0, 20 * diff_length)[0]
assert abs(stored / (N * oxide_nm) - 1) < 1e-7

# Recession: similarity solution against the moving-contact calculation
beta = (N_cm3 / oxygen_per_metal) / metal_cm3


def recession_factor(r):
    def balance(lam):
        return (np.sqrt(np.pi) * lam * np.exp(lam ** 2) * erfc(-lam)
                - r / (1 - r))
    lam = brentq(balance, 1e-12, 3, xtol=1e-15, rtol=1e-13)
    return (r / (np.sqrt(np.pi) * lam)) ** 2, lam


r = beta * C / N
f_recession, lam = recession_factor(r)
f_recession_num = dissolve(beta=beta)[0] / t_clear
assert abs(f_recession_num / f_recession - 1) < GRID_TOL
small = 1e-4
slope_exact = (recession_factor(small)[0] - 1) / small
slope_first = -2 * (1 - 2 / np.pi)
assert abs(slope_exact - slope_first) < 1e-3

# Oxygen already in the metal
f_initial = 1 / (1 - initial_fraction) ** 2
f_initial_num = dissolve(initial=initial_fraction * C)[0] / t_clear
assert abs(f_initial_num / f_initial - 1) < GRID_TOL

# Residual oxygen gas, two atoms per molecule
torr_Pa = const.atm / 760
kinetic = np.sqrt(2 * np.pi * o2_mass_u * const.atomic_mass
                  * const.k * gas_temperature_K)
atoms_per_torr = 2 * torr_Pa / kinetic * 1e-18        # per nm^2 and s
gas_flux = gas_torr * atoms_per_torr
q = gas_flux * t_clear / (N * oxide_nm)
f_gas = ((1 - np.sqrt(1 - 4 * q)) / (2 * q)) ** 2
f_gas_num = dissolve(gas=gas_flux)[0] / t_clear
assert abs(f_gas_num / f_gas - 1) < 2 * GRID_TOL      # gas amplifies grid error
flux_limit = C ** 2 * D / (np.pi * N * oxide_nm)
assert np.isfinite(dissolve(gas=0.9 * flux_limit)[0])
assert np.isnan(dissolve(gas=1.1 * flux_limit)[0])
torr_limit = flux_limit / atoms_per_torr

# Metal film with a closed back face
capacity_nm = N * oxide_nm / C
odd = 2 * np.arange(400) + 1


def film_factor(film):
    def missing(t):
        terms = 8 / (odd * np.pi) ** 2 * np.exp(
            -(odd * np.pi / (2 * film)) ** 2 * D * t)
        return C * film * (1 - terms.sum()) - N * oxide_nm
    return brentq(missing, 0.1 * t_clear, 50 * t_clear) / t_clear


thin_film, thick_film = 10.0, 20.0
f_thin, f_thick = film_factor(thin_film), film_factor(thick_film)
f_thin_num = dissolve(depth=thin_film)[0] / t_clear
assert abs(f_thin_num / f_thin - 1) < 2 * GRID_TOL    # nearly full film
assert np.isnan(dissolve(depth=0.95 * capacity_nm)[0])

# Diffusivity falling linearly to half its value at the solubility
f_variable = dissolve(slope=-0.5)[0] / t_clear
f_variable_coarse = dissolve(slope=-0.5, cells=150)[0] / t_clear
assert abs(f_variable / f_variable_coarse - 1) < GRID_TOL
assert 1 < f_variable < 2

t_cool = clearing_time(oxide_nm, N, C,
                       diffusivity_cm2s(temperature_K - 10) * 1e14)
t_hot = clearing_time(oxide_nm, N, C,
                      diffusivity_cm2s(temperature_K + 10) * 1e14)

print(f"oxide thickness h: {oxide_nm:.1f} nm")
print(f"oxygen density of oxide N: {N_cm3:.2e} cm^-3")
print(f"oxygen solubility C: {C_cm3:.2e} cm^-3")
print(f"metal atom density: {metal_cm3:.2e} cm^-3")
print(f"oxygen atoms per metal atom in oxide: {oxygen_per_metal:.0f}")
print(f"diffusion prefactor: {prefactor_cm2s:.2f} cm^2/s")
print(f"diffusion barrier: {barrier_eV:.2f} eV")
print(f"temperature: {temperature_K:.0f} K")
print(f"diffusivity D: {D * 1e-14:.3e} cm^2/s")
print(f"diffusivity D: {D:.5f} nm^2/s")
print(f"oxygen in oxide N*h: {N * oxide_nm * 1e14:.3e} cm^-2")
print(f"length N*h/(2C): {capacity_nm / 2:.3f} nm")
print(f"clearing time, formula: {t_clear:.0f} s")
print(f"clearing time, formula: {t_clear / 3600:.3f} h")
print(f"clearing time, finite volumes: {t_numeric:.0f} s")
print(f"diffusion length sqrt(D t): {diff_length:.3f} nm")
print(f"quarter of clearing time: {t_clear / 4:.0f} s")
print(f"oxide left then, finite volumes: {quarter_left:.3f} nm")
for x in (5.0, 10.0, 20.0):
    print(f"c/C at {x:.0f} nm at clearing: {erfc(x / (2 * diff_length)):.4f}")
print(f"recession: beta = {beta:.3f}, r = {r:.3f}")
print(f"recession: lambda = {lam:.5f}")
print(f"recession: time factor, similarity: {f_recession:.4f}")
print(f"recession: time factor, numeric: {f_recession_num:.4f}")
print(f"recession: first-order factor: {1 + slope_first * r:.4f}")
print(f"recession: corrected time: {f_recession * t_clear:.0f} s")
print(f"initial oxygen / solubility: {initial_fraction:.2f}")
print(f"initial oxygen: time factor: {f_initial:.4f}")
print(f"residual O2 pressure: {gas_torr:.1e} Torr")
print(f"gas temperature: {gas_temperature_K:.0f} K")
print(f"gas supply F: {gas_flux * 1e14:.3e} atoms/(cm^2 s)")
print(f"gas supply ratio q: {q:.4f}")
print(f"gas: time factor, formula: {f_gas:.4f}")
print(f"gas: time factor, numeric: {f_gas_num:.4f}")
print(f"O2 pressure above which oxide stays: {torr_limit:.2e} Torr")
print(f"least metal thickness N*h/C: {capacity_nm:.2f} nm")
print(f"metal film {thin_film:.0f} nm: time factor: {f_thin:.4f}")
print(f"metal film {thick_film:.0f} nm: time factor: {f_thick:.4f}")
print(f"D halved at solubility: time factor: {f_variable:.3f}")
print(f"clearing time 10 K cooler: {t_cool:.0f} s")
print(f"clearing time 10 K hotter: {t_hot:.0f} s")
print("every check passed")
```

Printed output:

```
oxide thickness h: 3.0 nm
oxygen density of oxide N: 6.00e+22 cm^-3
oxygen solubility C: 2.00e+22 cm^-3
metal atom density: 5.00e+22 cm^-3
oxygen atoms per metal atom in oxide: 2
diffusion prefactor: 0.50 cm^2/s
diffusion barrier: 2.00 eV
temperature: 650 K
diffusivity D: 1.556e-16 cm^2/s
diffusivity D: 0.01556 nm^2/s
oxygen in oxide N*h: 1.800e+16 cm^-2
length N*h/(2C): 4.500 nm
clearing time, formula: 4089 s
clearing time, formula: 1.136 h
clearing time, finite volumes: 4089 s
diffusion length sqrt(D t): 7.976 nm
quarter of clearing time: 1022 s
oxide left then, finite volumes: 1.500 nm
c/C at 5 nm at clearing: 0.6576
c/C at 10 nm at clearing: 0.3753
c/C at 20 nm at clearing: 0.0762
recession: beta = 0.600, r = 0.200
recession: lambda = 0.12219
recession: time factor, similarity: 0.8527
recession: time factor, numeric: 0.8528
recession: first-order factor: 0.8546
recession: corrected time: 3487 s
initial oxygen / solubility: 0.05
initial oxygen: time factor: 1.1080
residual O2 pressure: 5.0e-10 Torr
gas temperature: 300 K
gas supply F: 3.585e+11 atoms/(cm^2 s)
gas supply ratio q: 0.0814
gas: time factor, formula: 1.2061
gas: time factor, numeric: 1.2062
O2 pressure above which oxide stays: 1.53e-09 Torr
least metal thickness N*h/C: 9.00 nm
metal film 10 nm: time factor: 1.3331
metal film 20 nm: time factor: 1.0005
D halved at solubility: time factor: 1.473
clearing time 10 K cooler: 7144 s
clearing time 10 K hotter: 2380 s
every check passed
```
